\section*{Field and stress as drives of surface ripples}

\section*{Question}

A solid with plane-strain modulus $100$ GPa carries an in-plane stress of $1$ GPa, and its surface can lower the elastic energy by becoming rippled. The surface of a conductor in a normal electric field can also lower its energy by becoming rippled. How large must the field be to drive ripples as strongly as the stress does, and how does this field scale with the stress and the modulus?

\section*{Answer}

\subsection*{What is to be compared}

Let the solid fill the region below $z=h(x)$, with vacuum above, and let
\begin{equation}
h=a\cos kx,\qquad ka\ll 1 .
\end{equation}
The mean height is zero, so the ripple moves matter but adds none. Angle brackets denote an average over one wavelength, and $U$ is the energy per unit area of the mean surface.

The ripple lengthens the surface. With surface energy $\gamma$, taken to be independent of orientation and strain, the cost is
\begin{equation}
\Delta U_\gamma=\gamma\left\langle\sqrt{1+h'^2}-1\right\rangle
\simeq\frac{\gamma}{2}\left\langle a^2k^2\sin^2kx\right\rangle
=\frac{a^2}{4}\gamma k^2 .
\end{equation}
Both loads turn out to give a gain proportional to $a^2k$. The drive $G$ is therefore defined by
\begin{equation}
\Delta U=\frac{a^2}{4}\left(\gamma k^2-Gk\right).
\label{eq:U}
\end{equation}
It has the unit of pressure. Two loads drive ripples equally strongly if their $G$ are equal.

\subsection*{The drive from stress}

Take a deep, isotropic, linearly elastic solid with Young's modulus $E$, Poisson ratio $\nu$ and $E'=E/(1-\nu^2)$. The flat solid carries the stress $\sigma$ along $x$, possibly a stress $\sigma_y$ along $y$, and no shear. The mean strain is held fixed.

The ripple adds stresses $s_{xx}$, $s_{zz}$ and $s_{xz}$. The surface normal is proportional to $(-h',1)$, and a free surface carries no traction:
\begin{align}
-h'(\sigma+s_{xx})+s_{xz}&=0, & -h's_{xz}+s_{zz}&=0 .
\end{align}
The added stresses are of first order in $ka$, so their products with $h'$ are dropped. At $z=0$ this leaves
\begin{equation}
s_{xz}=\sigma h'=-\sigma ka\sin kx,\qquad s_{zz}=0 .
\label{eq:bc}
\end{equation}

Equilibrium holds if the stresses come from an Airy function $\chi$ through $s_{xx}=\partial_z^2\chi$, $s_{zz}=\partial_x^2\chi$ and $s_{xz}=-\partial_x\partial_z\chi$. Compatibility of the strains requires $\nabla^4\chi=0$. A solution that decays into the solid is
\begin{equation}
\chi=(A+Bz)e^{kz}\cos kx .
\end{equation}
The $A$ term is harmonic. The Laplacian of the $B$ term is $2kBe^{kz}\cos kx$, which is harmonic too, so $\nabla^4\chi=0$. At the surface $s_{zz}=-k^2A\cos kx$, hence $A=0$. Then
\begin{align}
s_{xz}&=Bk(1+kz)e^{kz}\sin kx, & s_{xx}&=B(2k+k^2z)e^{kz}\cos kx .
\end{align}
Comparing $s_{xz}$ at $z=0$ with (\ref{eq:bc}) gives $B=-\sigma a$, so at the surface
\begin{equation}
\sigma+s_{xx}=\sigma(1-2ka\cos kx).
\label{eq:stress}
\end{equation}
The crests are relaxed and the troughs are loaded more heavily, whether $\sigma$ is tensile or compressive.

Next comes the change of the elastic energy density $w$ at the surface. The ripple does not vary along $y$, so it adds no strain in that direction: $s_{yy}-\nu s_{xx}=0$ where $s_{zz}=0$. For a linear solid the first-order change of $w$ is the initial strain times the added stress:
\begin{align}
\delta w&=\frac{\sigma-\nu\sigma_y}{E}s_{xx}+\frac{\sigma_y-\nu\sigma}{E}\,\nu s_{xx}\nonumber\\
&=\frac{(1-\nu^2)\sigma}{E}s_{xx}=-\frac{2\sigma^2}{E'}ka\cos kx .
\label{eq:dw}
\end{align}
The transverse stress $\sigma_y$ has cancelled.

At fixed mean strain, the elastic energy is the minimum over all admissible displacements. When the surface advances slightly, the readjustment of the displacements therefore does not contribute to first order, and the energy changes by $\langle w\,\delta h\rangle$. Let the amplitude grow by $da$, so that $\delta h=da\cos kx$. The uniform part of $w$ averages out, and
\begin{equation}
\frac{dU_{\rm el}}{da}=\langle\delta w\cos kx\rangle=-\frac{\sigma^2}{E'}ka,
\qquad
\Delta U_{\rm el}=-\frac{\sigma^2}{2E'}ka^2 .
\end{equation}
Comparison with (\ref{eq:U}) gives
\begin{equation}
G_{\rm stress}=\frac{2\sigma^2}{E'} .
\label{eq:Gs}
\end{equation}

\subsection*{The drive from a field}

Now let the solid be an unstressed conductor with a uniform field $F$ far outside it. The conductor is at zero potential, and the counter-electrode is many ripple wavelengths away. The function
\begin{equation}
\phi=-Fz+Fa\,e^{-kz}\cos kx
\end{equation}
satisfies Laplace's equation and has the right field far away. On $z=h$ it equals $Fa\cos kx\,(e^{-kh}-1)$, which is of second order in $a$, so the boundary condition holds to first order. The normal field at the surface is
\begin{equation}
-\partial_z\phi=F(1+ka\cos kx).
\label{eq:field}
\end{equation}
The component along $x$ is of first order and changes the magnitude of the field only in second order.

The field pulls the surface outward with the Maxwell stress $\varepsilon_0F_s^2/2$, where $F_s$ is the local field. When the surface advances by $\delta h$, this pull does work and the electrostatic free energy falls by the same amount. At fixed charge this is the field energy; at fixed voltage it includes the source. From (\ref{eq:field}),
\begin{equation}
-\frac{\varepsilon_0F_s^2}{2}\simeq-\frac{\varepsilon_0F^2}{2}-\varepsilon_0F^2ka\cos kx ,
\end{equation}
and, as before,
\begin{equation}
\frac{dU_F}{da}=-\frac{\varepsilon_0F^2}{2}ka,\qquad
\Delta U_F=-\frac{a^2}{4}\varepsilon_0F^2k,\qquad
G_{\rm field}=\varepsilon_0F^2 .
\label{eq:Gf}
\end{equation}
The polarity does not enter.

\subsection*{The equivalent field}

Equating (\ref{eq:Gs}) and (\ref{eq:Gf}) gives
\begin{equation}
F_{\rm eq}=\sigma\sqrt{\frac{2}{\varepsilon_0E'}} .
\label{eq:Feq}
\end{equation}
For the numbers in the question,
\begin{align}
G_{\rm stress}&=\frac{2\,(10^9\ {\rm Pa})^2}{10^{11}\ {\rm Pa}}=2.0\times10^7\ {\rm Pa}=20\ {\rm MPa},\\
F_{\rm eq}&=\sqrt{\frac{2.0\times10^7}{8.854\times10^{-12}}}\ {\rm V/m}=1.50\ {\rm V/nm}.
\end{align}
In another common unit this is $15.0$ MV/cm.

The field is proportional to the stress and to $E'^{-1/2}$. It does not depend on $\gamma$, $k$ or $a$. At fixed stress a stiffer solid stores less energy, so a smaller field matches it. At fixed strain the trend is reversed. For an equal misfit strain $\epsilon$ in both in-plane directions, $\sigma=E\epsilon/(1-\nu)$, and (\ref{eq:Gs}) becomes
\begin{equation}
G_{\rm stress}=2E\epsilon^2\,\frac{1+\nu}{1-\nu},
\end{equation}
so that $F_{\rm eq}\propto\epsilon\sqrt E$ at fixed $\nu$.

Equating the energy densities of the flat states would give a different field. If the flat solid is unstrained along $y$, so that $\sigma_y=\nu\sigma$, the elastic density is $\sigma^2/(2E')=5$ MPa, while the field density at $F_{\rm eq}$ is $\varepsilon_0F_{\rm eq}^2/2=10$ MPa. Equal densities would require only $F_{\rm eq}/\sqrt2=1.06$ V/nm, at which the electric drive is half the elastic one. What matters is how the density varies along the ripple. By (\ref{eq:stress}) the stress changes by the fraction $2ka$ at a crest, and by (\ref{eq:field}) the field changes by $ka$. With no strain along $y$ both densities are quadratic in these quantities, so their fractional changes are $4ka$ and $2ka$ in magnitude. Another $\sigma_y$ changes the elastic density of the flat state but, by (\ref{eq:dw}), not its variation along the ripple, and so not the drive on a ripple that varies along $x$.

The first-order results were tested on a ripple of finite height, $ka=0.02$, by solving both boundary-value problems numerically and integrating the energy densities over the volume. With $\nu=0.3$ and $\sigma_y=\sigma$, the elastic energy is $0.9997$ of the formula; the electrostatic energy is $0.9999$ of its formula. Reversing the sign of $a$ merely shifts the ripple by half a wavelength, so the next correction is of relative order $(ka)^2=4\times10^{-4}$, which is the size of the differences seen. Equating the two computed energies gives $1.503$ V/nm. These values are in the numerical output below.

\subsection*{Which ripples grow, and how fast}

By (\ref{eq:U}) a ripple lowers the energy if $k<k_c=G/\gamma$. The critical wavelength is
\begin{equation}
\lambda_c=\frac{2\pi\gamma}{G}=\frac{\pi\gamma E'}{\sigma^2}
\quad\hbox{or}\quad \frac{2\pi\gamma}{\varepsilon_0F^2} .
\end{equation}
With the round value $\gamma=1$ J/m$^2$ for both solids, $k_c=0.020$ nm$^{-1}$ and $\lambda_c=314$ nm. Shorter ripples that vary along $x$ cost more surface energy than either load returns. A ripple in another direction feels the normal stress along that direction and also the in-plane shear stress $\tau$, which adds $2(1+\nu)\tau^2/E$ to $G$. The $x$ direction has the largest stress drive only if $-(1-2\nu)\le\sigma_y/\sigma\le1$. For $\sigma_y=-\sigma$ the strongest drive is at $45^\circ$ and is larger by $1/(1-\nu)$; with $\nu=0.3$ this shortens $\lambda_c$ to $220$ nm.

To obtain a rate, let matter move by surface diffusion. The energy per volume of added matter varies as $\mu=(\gamma k^2-Gk)\,a\cos kx$, where the first term is $-\gamma h''$. A volume flux $-M\,\partial_x\mu$ with constant mobility $M$ and conservation of matter give $\partial_th=M\,\partial_x^2\mu$, hence
\begin{equation}
\frac{1}{a}\frac{da}{dt}=M\left(Gk^3-\gamma k^4\right).
\end{equation}
The derivative with respect to $k$ vanishes at $3G=4\gamma k$, or $k=3k_c/4$. The fastest wavelength is therefore $4\lambda_c/3=419$ nm, and its growth rate is
\begin{equation}
M\frac{G^4}{\gamma^3}\left(\frac{27}{64}-\frac{81}{256}\right)=\frac{27}{256}\,\frac{MG^4}{\gamma^3}.
\end{equation}
At fixed $M$, $\gamma$ and $E'$ this rate scales as $\sigma^8$ or $F^8$. A field $10\%$ too high doubles it, since $1.1^8\simeq2.1$. The field of $1.06$ V/nm found from equal energy densities would give a rate $16$ times too low. Equal drives imply equal rates at every wavelength only if the two surfaces also share $\gamma$ and $M$.

These results require an energy cost quadratic in slope. On a facet the cost of a small tilt is proportional to the magnitude of the slope, hence to $ka$. For small enough $a$ this exceeds a gain proportional to $a^2$, and an infinitesimal ripple does not grow.

\subsection*{A counter-electrode close by}

Let a flat plate at $z=d$ be held at fixed voltage, with $F$ the field between flat electrodes. The perturbation of the potential must vanish on the plate, so $e^{-kz}$ is replaced by $\sinh[k(d-z)]/\sinh kd$. Its slope at $z=0$ is $-k\coth kd$, and the steps that led to (\ref{eq:Gf}) now give
\begin{equation}
G_{\rm field}=\varepsilon_0F^2\coth kd,\qquad
F_{\rm eq}=\sigma\sqrt{\frac{2\tanh kd}{\varepsilon_0E'}} .
\label{eq:gap}
\end{equation}
Energies computed from the capacitance of a rippled gap agree with this factor within $0.5\%$ at $kd=0.7$, $1$ and $3$, again for $ka=0.02$.

For $kd\gg1$ the earlier result returns. At $d=1000$ nm and $k=k_c$, $kd=20$ and the correction is $\coth kd-1\simeq2e^{-40}\sim10^{-17}$; the output shows zero because this is below the rounding of the arithmetic. For $kd\ll1$ the drive becomes $\varepsilon_0F^2/(kd)$; the field then changes by the fraction $a/d$ at a crest, so the first-order result requires $a\ll d$. Each part of the surface then acts as its own parallel-plate capacitor, with a higher field where the gap is narrower. The equivalent field now depends on wavelength and falls as $\sqrt{kd}$.

\subsection*{How far the model can be trusted}

Three neglected effects have a common scale, the elastic strain $\sigma/E'=1\%$. Linear elasticity omits terms of this relative order. If the same conductor carries both loads, the two drives add to leading order. The Maxwell traction also alters the stress, by a fraction of order
\begin{equation}
\frac{\varepsilon_0F_{\rm eq}^2}{2\sigma}=\frac{\sigma}{E'}=1\% .
\end{equation}
A surface stress of the same size as $\gamma$ exerts a traction of order $\gamma k$ per unit slope, which compares with $\sigma$ as
\begin{equation}
\frac{\gamma k_c}{\sigma}=\frac{2\sigma}{E'}=2\% .
\end{equation}
These are orders of magnitude, without worked-out coefficients. Charge in a metal lies within a screening depth of roughly $0.05$ nm, which is $0.1\%$ of $1/k_c$. None of these estimates threatens the figure of $1.5$ V/nm for an isotropic solid, though its third digit has no meaning.

Elastic anisotropy matters more. For ripples along a cube axis on a (001) surface of silicon or germanium, the stress drive is about $13$--$15\%$ lower than (\ref{eq:Gs}) gives with the plane-strain modulus for that direction. At the same stress and modulus as in the question, the equivalent field would then be about $1.4$ V/nm.

As for real cases, the stress side is roughly that of a strained silicon--germanium film, where stresses can reach the order of $1$ GPa and moduli are of the order of $100$ GPa. The deep-solid result applies to a film if the substrate has similar elastic constants and the ripple stays within the film. Dislocations can break the assumption of fixed mean strain: if they remove half the stress, the equivalent field halves and the drive falls to a quarter. The field side belongs to sharp metal emitters, where fields of a few V/nm are reached. A stiff refractory metal has a surface energy nearer $2.5$ J/m$^2$, again a rough value, which leaves $F_{\rm eq}$ unchanged but raises $\lambda_c$ to $785$ nm. Here the flat-surface assumption is the weak one. For a tip radius $R=1000$ nm, $1/(k_cR)$ is $5\%$ with $\gamma=1$ J/m$^2$ and about $13\%$ with the larger value. At $R=100$ nm it is $50\%$ or more, and the evolution of the whole tip must replace the analysis of ripples.

Broad electrodes in vacuum do not reach the required field. They break down at roughly $0.1$ V/nm, and in wide gaps often well below that. By (\ref{eq:Feq}) this round value corresponds to a stress of only $67$ MPa at the same modulus. In a wide gap the drive is then $0.44\%$ of that at $F_{\rm eq}$, and with $\gamma=1$ J/m$^2$ the critical wavelength is $314\ {\rm nm}/0.0044\simeq71$ $\mu$m. A gap of $1$ $\mu$m is not wide on that scale. In the narrow-gap limit of (\ref{eq:gap}), $\gamma k=\varepsilon_0F^2/(kd)$ gives $k_c=\sqrt{\varepsilon_0F^2/(\gamma d)}\simeq0.30$ $\mu$m$^{-1}$, or a wavelength near $21$ $\mu$m. Since $k_cd\simeq0.3$, the use of this limit is consistent.

A negative surface also emits electrons. For a work function of $4.5$ eV at $900$ K, a free-electron supply and semiclassical transmission through the image-rounded barrier give $6\times10^{-7}$ A/cm$^2$ at $F_{\rm eq}$. Only the order of magnitude is firm: solving the wave equation for the barrier lowers the value by up to about $30\%$, and a change of $0.2$ eV in the work function moves it by a factor of about $13$. If a flat gap of $1000$ nm could hold this field without breaking down, the voltage would be $1.5$ kV and the power carried about $10^{-3}$ W/cm$^2$. At three times the field the same calculation gives $10^5$ A/cm$^2$. The small-slope theory cannot say whether a growing ridge reaches such an enhancement. If one does, emission can no longer be left out of the problem.

\section*{Calculated quantities}
\begin{verbatim}
stress: 1.00 GPa
plane-strain modulus: 100 GPa
surface energy: 1.00 J/m^2
vacuum permittivity: 8.8542e-12 F/m
test ripple k*a: 0.020
relative surface-stress change per k*a at crest: -1.9994
relative surface-field change per k*a at crest: 0.9999
drive 2 sigma^2/Ep: 20.00 MPa
equivalent field, formula: 1.5029 V/nm
equivalent field, formula: 15.03 MV/cm
equivalent field, from computed energies: 1.5028 V/nm
drive eps0 F^2 at 1.5 V/nm: 19.92 MPa
elastic energy density: 5.00 MPa
field energy density at F_eq: 10.00 MPa
field from equal energy densities: 1.0627 V/nm
computed/formula energy, stress: 0.99970
computed/formula energy, field: 0.99990
critical wavenumber: 0.0200 1/nm
critical wavelength, formula: 314.2 nm
fastest wavelength, formula: 418.9 nm
critical wavelength, computed, stress: 314.2 nm
fastest wavelength, computed, stress: 419.0 nm
critical wavelength, computed, field: 314.2 nm
fastest wavelength, computed, field: 418.9 nm
rough refractory-metal surface energy: 2.5 J/m^2
critical wavelength with it: 785 nm
-- neglected effects, relative size --
elastic strain sigma/Ep: 1.00 %
Maxwell traction / stress: 1.00 %
surface stress (taken as gamma) * k_c / stress: 2.00 %
screening depth, rough: 0.05 nm
screening depth * k_c: 0.10 %
gap: 1000 nm
voltage across gap at F_eq: 1503 V
gap correction coth(k_c d) - 1: 0.0e+00
tip radius: 1000 nm
tip curvature 1/(k_c R): 5.0 %
-- electron emission from a negative surface --
work function: 4.50 eV
temperature: 900 K
tunnelling exponent at Fermi level: 36.9
emission current density at F_eq: 6.0e-07 A/cm^2
emission current density at 3 F_eq: 1.0e+05 A/cm^2
-- broad electrodes --
rough vacuum breakdown field: 0.10 V/nm
stress equivalent to it: 67 MPa
drive at it / drive at F_eq: 0.44 %
\end{verbatim}
